Lowest levels of a planar rotor in a static electric field, part 2

A planar rotor (moment of inertia I, dipole μ at angle φ to a static field F in its plane) has

H = −B d²/dφ² − μF cos φ,  B = ħ²/(2I),

with ψ(φ + 2π) = ψ(φ), L = −iħ d/dφ, η = μF/B, ε = E/B and polarizability α = μ²/B, in SI units. Sought are the ground state and the pair m = ±1 to second order in F, and the range of validity. Example: I = 1.0×10⁻⁴⁵ kg m², μ = 1.0×10⁻²⁹ C m, F = 1.0×10⁵ V/m and 5.0×10⁵ V/m.

In Mathieu's equation y″ + (a − 2q cos 2x) y = 0,

a = 4E/B = 4ε,  q = 2μF/B = 2η.  (2)

The ground, odd and even levels have characteristic values a₀, b₂, a₂ (solutions ce₀, se₂, ce₂).

A tempting solution uses, for every free state |m⟩ = e^{imφ}/√(2π),

E_m⁽²⁾ = (μF)²/[2B(4m² − 1)].  (1)

It fails only for |m| = 1, where it shifts both levels by η²B/6. Second order couples |+1⟩ and |−1⟩ through a matrix W with diagonal η²B/6 and off-diagonal W₊₋ = η²B/4. The correct results are

E₀ = −(μF)²/(2B),  that is ε₀ = −η²/2,  (3)

E_even = B + (5/12)(μF)²/B,

E_odd = B − (1/12)(μF)²/B,

Δ = E_even − E_odd = 2W₊₋ = (μF)²/(2B).  (4)

With u₀ = 1/√(2π), u_k = cos kφ/√π, v_k = sin kφ/√π, even states ψ = Σ c_k u_k obey

ε c₀ = −(η/√2) c₁,

(ε − 1) c₁ = −(η/√2) c₀ − (η/2) c₂,

(ε − k²) c_k = −(η/2)(c_{k−1} + c_{k+1}),  k ≥ 2.

Odd states ψ = Σ c_k v_k have no c₀. With T_k = −(η/2) c_k/c_{k−1},

T_k = (η²/4)/(ε − k² − T_{k+1}),

even states: ε − 1 = η²/(2ε) + T₂,

odd states: ε − 1 = T₂.

The ground root is ε₀ = −(η²/2)/(1 + 7η²/16), now expanded in η².

ε₀ = −(η²/2)(1 − 7η²/16) = −η²/2 + 7η⁴/32.

For the odd root near 1, T₃ = (η²/4)/(1 − 9) = −η²/32 and ε = 1 − η²/12 to order η². The denominator of T₂ is 1 − η²/12 − 4 + η²/32 = −3 − 5η²/96 = −3(1 + 5η²/288), using −1/12 + 1/32 = (−8 + 3)/96. Hence

ε_odd = 1 − (η²/12)(1 − 5η²/288) = 1 − η²/12 + 5η⁴/3456.

For the even root near 1, ε = 1 + 5η²/12 to order η². The first term is η²/(2ε) = (η²/2)(1 − 5η²/12) = η²/2 − 5η⁴/24. The denominator of T₂ is −3 + 5η²/12 + η²/32 = −3 + 43η²/96 = −3(1 − 43η²/288), so T₂ = −η²/12 − 43η⁴/3456. Since 5/24 = 720/3456,

ε_even = 1 + 5η²/12 − 763η⁴/3456.

The difference of the η⁴ coefficients is −768/3456 = −2/9, so

Δ/B = η²/2 − 2η⁴/9 = (η²/2)(1 − 4η²/9).

All four expansions are correct up to terms of order η⁶. The coefficients that the program extracts from a 40-digit diagonalization are −0.500000, −0.083333 and 0.416667 at order η², and 0.218750, 0.001447 and −0.220775 at order η⁴, which are the decimal values of −1/2, −1/12, 5/12, 7/32, 5/3456 and −763/3456.

Relative to the exact value, the second-order results (3) and (4) are too large in magnitude by 7η²/16 and 4η²/9, to leading order in η². The fourth-order term reaches a tenth of the second-order term at η = √(0.1 × 16/7) = 0.478 for E₀ and η = √(0.1 × 9/4) = 0.474 for Δ. The shift of the odd level has the much smaller relative correction 5η²/288. The admixtures show the reason: u₀ and u₁ mix with amplitude (μF/√2)/B = η/√2, while v₁ mixes with v₂ only with amplitude (μF/2)/(3B) = η/6. The squares of these amplitudes appear in the denominators above: 7η²/16 = η²/2 − η²/16, where η²/2 = (η/√2)² comes from the shift of ε and η²/16 from T₂, and 5η²/288 = η²/36 − η²/96, where η²/36 = (η/6)² comes from the shift of ε and η²/96 from T₃.

The same recursion gives the splitting of the pair m = ±2. The k = 2 line divided by c₂ is ε − 4 = −(η/2)c₁/c₂ + T₃. The c₁ equation gives c₁/c₂ = −(η/2)/(ε − 1 − η²/(2ε)) for the even states and −(η/2)/(ε − 1) for the odd ones, so

even: ε − 4 = (η²/4)/(ε − 1 − η²/(2ε)) + T₃,  odd: ε − 4 = (η²/4)/(ε − 1) + T₃.

The right sides differ by (η²/4)[1/(3 − η²/8) − 1/3] = (η²/4)(η²/72) at ε ≈ 4. The resulting difference in ε, of order η⁴, feeds back into the right sides only at order η⁶. The splitting is Δ₂ = η⁴B/288, even state on top, and the program finds the coefficient 0.0034722. For |m| = 3 the term η²/(2ε) sits one level deeper in the fraction and the splitting starts at η⁶.

These results are tied together by a trace. In a basis cut at k = K the matrix of H has the diagonal 0, B, 4B, … for the even states and B, 4B, … for the odd states, since V has no diagonal elements. The two traces are equal, and a trace is the sum of the eigenvalues, so E₀ + Δ + Δ₂ + Δ₃ + … = 0, with Δ_k the even minus the odd level of the pair ±k. At order η² this is Δ = −E₀ again. At order η⁴ it requires 7/32 − 2/9 + 1/288 = (63 − 64 + 1)/288 = 0, which holds. The equality of Δ and −E₀ is therefore a second-order statement, broken by −E₀ − Δ = η⁴B/288 at the next order.

For large η the second-order ground-state energy fails. Since cos φ ≤ 1 and the kinetic energy is not negative, E₀ cannot lie below −μF, whereas −η²B/2 does so for η > 2. When η ≫ 1 the low states are confined near φ = 0, where cos φ ≈ 1 − φ²/2 and H ≈ −μF − B d²/dφ² + μFφ²/2. This is an oscillator with ω = √(μF/I), so ħω = √(2BμF), and states of parity (−1)ⁿ. To leading order in this limit the ground, odd and even states are n = 0, 1, 2, and the even–odd gap is B√(2η), which grows as √F.

**Two consequences that separate the right answer from the wrong one**

For a normalized real eigenstate, E = ⟨ψ|H|ψ⟩, and differentiation with respect to η gives ⟨ψ|∂H/∂η|ψ⟩ + 2E⟨ψ|∂ψ/∂η⟩. The last term is E times the derivative of ⟨ψ|ψ⟩ = 1 and vanishes. This is the Hellmann–Feynman theorem, and with ∂H/∂η = −B cos φ it reads ⟨cos φ⟩ = −dε/dη. The expansions give

ground: η − 7η³/8,  odd: η/6 − 5η³/864,  even: −5η/6 + 763η³/864.

The leading terms can be confirmed from the wave functions. For the even state with c₁ = 1 the recursion gives c₀ = −η/√2 and c₂ = −(η/2)/(1 − 4) = η/6, so ⟨cos φ⟩ = 2c₀c₁/√2 + 2c₁c₂/2 = −η + η/6 = −5η/6. For the odd state only the second term exists. In a weak field the even state points against the field, and the cause is its negative u₀ component, which keeps it orthogonal to a ground state that has acquired c₁ = +η/√2. The odd state points weakly along the field. The tempting solution would give −d(η²/6)/dη = −η/3 for both.

The second consequence is dynamical. Since |±1⟩ = (u₁ ± i v₁)/√2, a rotor in |+1⟩ when the field is switched on suddenly evolves, to leading order in η, as

ψ(t) = e^{−iE_even t/ħ} (u₁ + i e^{iΔt/ħ} v₁)/√2.

The bra ⟨−1| is (⟨u₁| + i⟨v₁|)/√2, so the overlap has modulus |1 − e^{iΔt/ħ}|/2 and the probability of m = −1 is sin²(Δt/2ħ). The sense of rotation reverses after the time πħ/Δ. The true eigenstates differ from u₁ and v₁ by admixtures of amplitude of order η, so the peak probability falls short of 1 at order η²; at η = 0.05 the program asserts that it exceeds 0.99 at the time given by (4). With a degenerate pair no reversal would occur.

**When other small terms compete with Δ**

The splitting is itself small, so any neglected term that acts inside the pair has to be compared with it. Suppose a term linear in L, such as the coupling of a rotational magnetic moment to a magnetic field along the axis, moves |±1⟩ by ±δ/2 with δ ≪ B. It adds ±δ/2 to the diagonal of W, and the eigenvalues become η²B/6 ± √((η²B/4)² + δ²/4). For δ ≫ η²B/2 the root tends to δ/2, the eigenstates tend to |±1⟩, and each carries the field shift η²B/6. To leading order formula (1) then holds for m = ±1, because the degeneracy has been removed beforehand.

An anisotropic electronic polarizability Δα adds −(Δα F²/2)cos²φ = −(Δα F²/4)(1 + cos 2φ). Because ⟨+1|cos 2φ|−1⟩ = 1/2, it adds −Δα F²/8 to W₊₋ and changes the splitting to F²[μ²/(2B) − Δα/4]. This term has the same power of F as (4), so a weaker field does not remove it; neglecting it in the splitting requires |Δα| ≪ 2μ²/B. With both cos φ and cos 2φ present the equation is no longer Mathieu's. For a small molecule Δα is, as a rough size, between a few times 10⁻⁴¹ and 10⁻³⁹ C² m²/J, far below the value of μ²/B in the example that follows.

**Numbers**

The parameters are round model values and describe no particular molecule. "Exact" means E = Ba/4 with library values of the Mathieu characteristic values. The numerical check asserts that these agree within 10⁻⁶ B with a finite-difference diagonalization of H at both fields; at η = 0.18, 0.9 and 2 it also asserts the match of the states with ce₀, se₂ and ce₂, their parities, and that a₁ and b₁ belong to the antiperiodic boundary condition.

B = (1.054572×10⁻³⁴ J s)²/(2 × 1.0×10⁻⁴⁵ kg m²) = 5.56061×10⁻²⁴ J,  B/h = 8392 MHz,

α = (1.0×10⁻²⁹ C m)²/(5.56061×10⁻²⁴ J) = 1.79836×10⁻³⁵ C² m²/J.

The ten per cent marks η = 0.478 and 0.474 correspond, through F = ηB/μ, to 2.66×10⁵ V/m and 2.64×10⁵ V/m. The first field of the problem lies below them and the second above.

At F = 1.0×10⁵ V/m, μF = 1.0×10⁻²⁴ J, and

η = 1.0×10⁻²⁴/5.56061×10⁻²⁴ = 0.179836,  η² = 0.032341,  q = 0.359673,

(μF)²/B = 1.79836×10⁻²⁵ J.

Second order gives

E₀ = −1.79836×10⁻²⁵/2 = −8.99182×10⁻²⁶ J,  E₀/h = −135.70 MHz,

E_odd − B = −1.79836×10⁻²⁵/12 = −1.49864×10⁻²⁶ J,

E_even − B = 5 × 1.79836×10⁻²⁵/12 = 7.49318×10⁻²⁶ J,

Δ = (7.49318 + 1.49864)×10⁻²⁶ = 8.99182×10⁻²⁶ J,  Δ/h = 135.70 MHz.

The characteristic values are a₀ = −0.063793, b₂ = 3.989226 and a₂ = 4.053004. They give E₀ = 5.56061×10⁻²⁴ × (−0.063793)/4 = −8.868×10⁻²⁶ J and Δ = 5.56061×10⁻²⁴ × (4.053004 − 3.989226)/4 = 8.866×10⁻²⁶ J. With more digits kept, the exact values are E₀ = −8.86825×10⁻²⁶ J, or −133.84 MHz, and Δ = 8.86623×10⁻²⁶ J, or 133.81 MHz; the exact shifts of the pair are −1.49780×10⁻²⁶ J and +7.36843×10⁻²⁶ J. The tempting solution puts both levels at 1.79836×10⁻²⁵/6 = +2.997×10⁻²⁶ J, which has the wrong sign for the odd level and is less than half the shift of the even one.

Relative to the exact values the second-order E₀ and Δ are too large in magnitude by 1.39 % and 1.42 %, against the estimates 7η²/16 = 1.41 % and 4η²/9 = 1.44 %; the program asserts that each estimate is met within η⁴. For the fourth order, η⁴B = 0.032341 × 1.79836×10⁻²⁵ = 5.8161×10⁻²⁷ J, so

E₀ = −8.99182×10⁻²⁶ + (7/32)(5.8161×10⁻²⁷) = −8.86459×10⁻²⁶ J,

Δ = 8.99182×10⁻²⁶ − (2/9)(5.8161×10⁻²⁷) = 8.86257×10⁻²⁶ J,

both smaller in magnitude than the exact values by 0.04 % of them. The exact −E₀ and Δ differ by (8.86825 − 8.86623)×10⁻²⁶ = 2.02×10⁻²⁹ J, and the trace relation predicts 5.8161×10⁻²⁷/288 = 2.02×10⁻²⁹ J. The leading orientations η, η/6 and −5η/6 are 0.180, 0.030 and −0.150, and the exact ones are 0.175, 0.030 and −0.145. The reversal time πħ/Δ is 3.68×10⁻⁹ s from (4) and 3.74×10⁻⁹ s from the exact splitting.

At F = 5.0×10⁵ V/m, η = 0.899182, η² = 0.808529, q = 1.798364 and (μF)²/B = 4.49591×10⁻²⁴ J. Second order gives −E₀ = Δ = 4.49591×10⁻²⁴/2 = 2.24796×10⁻²⁴ J, or 3393 MHz. From a₀ = −1.272255, b₂ = 3.734156 and a₂ = 4.997524 the exact values are E₀ = −1.76863×10⁻²⁴ J, or −2669 MHz, and Δ = 1.75627×10⁻²⁴ J, or 2651 MHz. Relative to them, second order is too large in magnitude by 27 % and 28 %; the estimates of 35 % and 36 % are themselves only leading terms and overshoot. Fourth order gives −1.45278×10⁻²⁴ J and 1.44016×10⁻²⁴ J, too small in magnitude by 18 % in both cases, so the added term gains little. The exact orientations of the ground and even states, 0.586 and −0.430, are far from the leading values 0.899 and −0.749.

A truncated model indicates why the gain is small. With T₂ dropped, the even equation is ε(ε − 1) = η²/2, with roots [1 ± √(1 + 2η²)]/2. The binomial series of this root converges only for 2η² ≤ 1, and here 2η² = 1.62. In the full problem the ground and even levels meet at an imaginary η with |η| ≈ 0.734 (q ≈ 1.469 i). This branch point of a₀ and a₂ is quoted here, not derived. The series of these two levels cannot converge beyond that radius, and η = 0.899 lies outside it. The odd level takes no part in this meeting.

Two features survive at the larger field. The odd level is still well described, with a second-order shift of −3.74659×10⁻²⁵ J against the exact −3.69564×10⁻²⁵ J. This is 1.4 % too large relative to the exact shift, and 5η²/288 = 5 × 0.808529/288 is 1.4 %; the admixture η/6 = 0.15 is still small while η/√2 = 0.64 is not. The exact −E₀ and Δ also remain close, differing by (1.76863 − 1.75627)×10⁻²⁴ = 1.24×10⁻²⁶ J. The trace relation holds at any field and equates this difference to Δ₂ + Δ₃ + …, whose leading term is 0.808529 × 4.49591×10⁻²⁴/288 = 1.26×10⁻²⁶ J.

Table of computed values

```
hbar = 1.054572e-34 J s, h = 6.626070e-34 J s
I = 1.00e-45 kg m^2, mu = 1.00e-29 C m
B = 5.56061e-24 J, B/h = 8392.02 MHz
polarizability mu^2/B = 1.79836e-35 C^2 m^2/J
W/(eta^2 B): diagonal 0.166667, off-diagonal 0.250000
extracted eta^2 coeff (ground, odd, even): -0.500000, -0.083333, 0.416667
extracted eta^4 coeff (ground, odd, even): 0.218750, 0.001447, -0.220775
extracted eta^2 coeff |m|=2: 0.033333, |m|=3: 0.014286
extracted |m|=2 splitting/(eta^4 B) = 0.0034722
4th/2nd order = 10 % for ground: eta = 0.4781, F = 2.6585e+05 V/m
4th/2nd order = 10 % for splitting: eta = 0.4743, F = 2.6376e+05 V/m
--- F = 1.00e+05 V/m
mu F = 1.0000e-24 J, (mu F)^2/B = 1.79836e-25 J
eta = 0.179836, eta^2 = 0.032341, q = 0.359673
a0 = -0.063793, b2 = 3.989226, a2 = 4.053004
E ground: 2nd -8.99182e-26, 4th -8.86459e-26, exact -8.86825e-26 J
E odd: 2nd 5.54562e-24, 4th 5.54563e-24, exact 5.54563e-24 J
E even: 2nd 5.63554e-24, 4th 5.63426e-24, exact 5.63429e-24 J
shift odd: 2nd -1.49864e-26, exact -1.49780e-26 J
shift even: 2nd 7.49318e-26, exact 7.36843e-26 J
splitting: 2nd 8.99182e-26, 4th 8.86257e-26, exact 8.86623e-26 J
E ground/h: 2nd -135.704, exact -133.839 MHz
splitting/h: 2nd 135.704, exact 133.808 MHz
error E ground: 2nd 1.393 %, 4th -0.041 %
error splitting: 2nd 1.417 %, 4th -0.041 %
estimates 7 eta^2/16 = 1.415 %, 4 eta^2/9 = 1.437 %
<cos> leading (ground, odd, even): 0.17984, 0.02997, -0.14986
<cos> exact   (ground, odd, even): 0.17496, 0.02994, -0.14494
pi hbar/splitting: 2nd 3.6845e-09, exact 3.7367e-09 s
--- F = 5.00e+05 V/m
mu F = 5.0000e-24 J, (mu F)^2/B = 4.49591e-24 J
eta = 0.899182, eta^2 = 0.808529, q = 1.798364
a0 = -1.272255, b2 = 3.734156, a2 = 4.997524
E ground: 2nd -2.24796e-24, 4th -1.45278e-24, exact -1.76863e-24 J
E odd: 2nd 5.18595e-24, 4th 5.19121e-24, exact 5.19104e-24 J
E even: 2nd 7.43390e-24, 4th 6.63137e-24, exact 6.94732e-24 J
shift odd: 2nd -3.74659e-25, exact -3.69564e-25 J
shift even: 2nd 1.87330e-24, exact 1.38671e-24 J
splitting: 2nd 2.24796e-24, 4th 1.44016e-24, exact 1.75627e-24 J
E ground/h: 2nd -3392.592, exact -2669.196 MHz
splitting/h: 2nd 3392.592, exact 2650.551 MHz
error E ground: 2nd 27.102 %, 4th -17.858 %
error splitting: 2nd 27.996 %, 4th -17.999 %
estimates 7 eta^2/16 = 35.373 %, 4 eta^2/9 = 35.935 %
<cos> leading (ground, odd, even): 0.89918, 0.14986, -0.74932
<cos> exact   (ground, odd, even): 0.58562, 0.14585, -0.42999
pi hbar/splitting: 2nd 1.4738e-10, exact 1.8864e-10 s
```
